# Seebeck coefficient of nondegenerate holes with linear spectral conductivity, part 1

(Sections cited here and not found follow in the second part.)

## From a single level to the mobility edge

Two reservoirs of electrons, one hot and one cold, are joined by a channel that lets electrons pass at a single energy \(E_1\). No net current flows when that energy is equally occupied on both sides. In a reservoir with Fermi level \(E_F\) and temperature \(T\) the occupation is

\[
f(E)=\frac{1}{e^{(E-E_F)/kT}+1},
\]

where \(k\) is the Boltzmann constant. It depends on energy through the ratio \((E-E_F)/T\) alone, so the current stops when this ratio is the same in both reservoirs. With the labels h for hot and c for cold,

\[
\frac{E_{F,h}-E_1}{T_h}=\frac{E_{F,c}-E_1}{T_c}.
\]

Multiply by \(T_h\) and subtract \(E_{F,c}-E_1\) from both sides:

\[
E_{F,h}-E_{F,c}=(E_{F,c}-E_1)\left(\frac{T_h}{T_c}-1\right)
=\frac{E_{F,c}-E_1}{T_c}\,(T_h-T_c).
\]

A voltmeter compares Fermi levels. An electron has charge \(-e\), with \(e>0\), so the voltage of a reservoir is \(V=-E_F/e\) up to a common constant, and the side with the higher Fermi level has the lower voltage. The Seebeck coefficient is the open-circuit voltage of the cold side relative to the hot side, per kelvin of temperature difference:

\[
S=\frac{V_c-V_h}{T_h-T_c}=\frac{E_{F,h}-E_{F,c}}{e\,(T_h-T_c)}=\frac{E_{F,c}-E_1}{e\,T_c}.
\]

If the level lies below the Fermi level, \(S\) is positive. This is the case of holes. Heating empties the level a little, so there are more holes on the hot side. They pass to the cold side and charge it positively until the voltage stops them. A level 0.300 eV below the Fermi level at 300 K gives \(S=0.300\ \text{V}/300\ \text{K}=1000\ \mu\text{V/K}\).

A real semiconductor conducts over a range of energies. Each energy would like to set up its own voltage, but the material can have one voltage only, and the result is an average. The question is how the energies are weighted. In a disordered semiconductor the states near the band edge are localized, and a mobility edge \(E_v\) separates them from the extended valence states below. Let the conduction at energy \(E\) start from zero at the edge and grow in proportion to the depth \(E_v-E\). If the Fermi level lies many \(kT\) above the edge, the average turns out to be

\[
S=\frac{k}{e}\left(\frac{\Delta}{kT}+2\right),\qquad \Delta=E_F-E_v .
\]

The energy \(\Delta\) is the distance from the mobility edge to the Fermi level at the temperature of the measurement. It differs from the slope of an Arrhenius plot of the conductivity, and the difference matters at the level of the added 2.

To obtain the average, let temperature and Fermi level vary slowly along a coordinate \(y\). Three assumptions enter here. Each small region is close to a local equilibrium with its own \(E_F(y)\) and \(T(y)\). Electrons at different total energies, electrostatic energy included, contribute independently to the current. Vibrations of the lattice do not drag carriers along and carry no part of the heat transported by the carriers.

If the occupation at a given total energy is uniform in space, no current flows at that energy, even if a built-in field is present, because this is the condition of equilibrium. For small departures the number flux of electrons per unit energy is therefore proportional to the gradient of the occupation at fixed \(E\), and it runs from high occupation to low:

\[
j_n(E)=-\frac{\sigma(E)}{e^2}\left.\frac{\partial f}{\partial y}\right|_E .
\]

The positive coefficient has been written as \(\sigma(E)/e^2\), which defines the spectral conductivity \(\sigma(E)\). The charge current density follows on multiplying by \(-e\) and integrating over energy:

\[
J=\frac{1}{e}\int \sigma(E)\left.\frac{\partial f}{\partial y}\right|_E dE .
\]

The gradient comes from the chain rule. Put \(u=(E-E_F)/kT\), so that \(f\) is a function of \(u\). At fixed \(E\),

\[
\frac{\partial u}{\partial y}=-\frac{1}{kT}\frac{dE_F}{dy}-\frac{E-E_F}{kT^2}\frac{dT}{dy},
\qquad
\frac{\partial f}{\partial E}=\frac{1}{kT}\frac{df}{du}.
\]

The second relation gives \(df/du=kT\,\partial f/\partial E\). Multiplying this by \(\partial u/\partial y\) yields

\[
\left.\frac{\partial f}{\partial y}\right|_E=\left(-\frac{\partial f}{\partial E}\right)\left[\frac{dE_F}{dy}+\frac{E-E_F}{T}\frac{dT}{dy}\right].
\]

The current is therefore

\[
J=\frac{1}{e}\int\sigma(E)\left(-\frac{\partial f}{\partial E}\right)\left[\frac{dE_F}{dy}+\frac{E-E_F}{T}\frac{dT}{dy}\right]dE .
\]

The effective field, the one a voltmeter integrates, is \(\mathcal E=-dV/dy=(1/e)\,dE_F/dy\). At uniform temperature the second term vanishes and \(J=\sigma\mathcal E\), with

\[
\sigma=\int\sigma(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\]

The name spectral conductivity is thus justified: \(\sigma\) is the average of \(\sigma(E)\) over the thermal window \(-\partial f/\partial E\), whose area is one.

Now let \(J=0\) with a temperature gradient present. Denote by angle brackets an average with weight \(\sigma(E)(-\partial f/\partial E)\), normalized by \(\sigma\). The vanishing of the current reads

\[
\frac{dE_F}{dy}+\frac{\langle E-E_F\rangle}{T}\frac{dT}{dy}=0 .
\]

The earlier definition of \(S\) becomes, over a short distance, \(\mathcal E=S\,dT/dy\). Since \(dE_F/dy=e\mathcal E\),

\[
S=-\frac{\langle E-E_F\rangle}{eT}=\frac{\langle E_F-E\rangle}{eT}.
\]

This is the single-level result averaged over energy, and the weight of each energy is its share of the conductivity.

The model for the holes is

\[
\sigma(E)=A\,(E_v-E)\quad (E<E_v),\qquad \sigma(E)=0\quad (E>E_v),
\]

with a constant slope \(A\). One way to arrive at this law is a density of states that is nearly constant close to the edge, with a diffusivity that rises linearly from zero, since the spectral conductivity of diffusing carriers is \(e^2\) times the product of the two. Another is an ordinary parabolic band in three dimensions with a constant mean free path. There the density of states grows as the square root of the depth, the squared velocity grows as the depth, and the scattering time falls as its inverse square root, so that the product is linear. The Seebeck coefficient sees the law and not its origin.

Measure the depth in units of \(kT\) by \(x=(E_v-E)/kT\), with \(x>0\) for the conducting states. Then

\[
E_F-E=(E_F-E_v)+(E_v-E)=\Delta+kT\,x,
\]

and the Seebeck coefficient separates into two parts:

\[
S=\frac{k}{e}\left(\frac{\Delta}{kT}+\langle x\rangle\right).
\]

The first is the single-level value for a level at the edge. The second is the mean depth at which the current flows.

For the window, let \(z=e^{-\Delta/kT}\) and \(t=z\,e^{-x}\). Since \(e^{u}=e^{(E-E_F)/kT}=t\), differentiation of the Fermi function gives

\[
-\frac{\partial f}{\partial E}=\frac{1}{kT}\frac{e^{u}}{(e^{u}+1)^2}=\frac{1}{kT}\frac{t}{(1+t)^2}.
\]

Holes are nondegenerate when \(z\ll1\). Then \(t\le z\) is small at every depth, the denominator can be set to one, and the window becomes \(z\,e^{-x}/kT\). The error of this step, as a fraction of the simplified window, is \(1-(1+t)^{-2}\), which is below \(2z\). Because \(dE\) has the magnitude \(kT\,dx\), the conductivity is

\[
\sigma=\int_0^\infty (A\,kT\,x)\,\frac{z\,e^{-x}}{kT}\,kT\,dx=A\,kT\,e^{-\Delta/kT}\int_0^\infty x\,e^{-x}dx .
\]

Integration by parts gives \(\int_0^\infty x e^{-x}dx=\int_0^\infty e^{-x}dx=1\), since the boundary term vanishes at both ends. In the same way \(\int_0^\infty x^2e^{-x}dx=2\int_0^\infty xe^{-x}dx=2\). Hence

\[
\sigma=A\,kT\,e^{-\Delta/kT},\qquad
\langle x\rangle=\frac{\int_0^\infty x\cdot x\,e^{-x}dx}{\int_0^\infty x\,e^{-x}dx}=2,
\]

and the stated Seebeck coefficient follows.

One factor of \(x\) in the numerator is the energy being averaged, and the other is the growth of the spectral conductivity. When a voltage drives the current at uniform temperature, the current per unit energy is proportional to \(xe^{-x}\), whose derivative \((1-x)e^{-x}\) vanishes at \(x=1\). Most current per unit energy therefore flows at a depth of \(kT\), but the long exponential side of the distribution moves the mean to \(2kT\), which is 51.7 meV at 300 K.

For a spectral conductivity proportional to \((E_v-E)^s\), with \(s>-1\), the same integration by parts gives

\[
\langle x\rangle=\frac{\int_0^\infty x^{s+1}e^{-x}dx}{\int_0^\infty x^{s}e^{-x}dx}=s+1 .
\]

A spectral conductivity that jumps to a constant at the edge has \(s=0\) and the constant 1. A parabolic band with a constant scattering time has \(s=3/2\) and the constant 5/2. Integration with the full Fermi function, at 300 K and \(\Delta=0.300\) eV, gave 1.0000, 2.0000 and 2.5000 for \(s=0\), 1 and 3/2.

The averaging formula was tested by returning to the two reservoirs of the opening. They were set at 300.15 K and 299.85 K and joined by a channel with the linear \(\sigma(E)\). The current was computed from the difference of the two Fermi functions, and the difference in Fermi level was varied until the current vanished. The resulting voltage per kelvin is 1172.35 µV/K. The formula gives

\[
S=\frac{0.300\ \text{V}}{300\ \text{K}}+2\times86.173\ \mu\text{V/K}=1172.35\ \mu\text{V/K}.
\]

Of this, 1000 µV/K belongs to a level at the edge and 172 µV/K to the term 2.

The coefficient also measures heat. At uniform temperature each electron that passes carries the heat \(E-E_F\) relative to the Fermi level, and the electron flux at energy \(E\) is the charge current at that energy divided by \(-e\). The heat current per unit charge current, the Peltier coefficient, is therefore

\[
\Pi=-\frac{\langle E-E_F\rangle}{e}=TS=\frac{\Delta+2kT}{e}.
\]

At 300 K this is 0.300 V plus 0.0517 V, or 0.3517 V. A second test, in which a small voltage was applied at uniform temperature and the heat was summed from the Fermi functions, gave 351.70 mV.

For nondegenerate holes whose spectral conductivity grows linearly below the mobility edge, the Seebeck coefficient is \(k/e\) times \(\Delta/kT+2\), with \(\Delta\) taken at the temperature of the measurement. What remains is to let \(\Delta\) vary with temperature, compare it with the Arrhenius slope, apply the result to a phase-change layer and estimate the neglected effects.
